**Centre of mass of a STEM diffraction pattern: phase-object theorem and thickness corrections**

For the paraxial equation i∂zψ = (k²/2k0 − σV)ψ, the first moment K of the diffraction pattern equals K0 + σ∫dz⟨∇V⟩, which for a phase object of thickness t becomes the correlation of the field E = −∇V with the probe intensity I(r − R), times −σt. Here k0 = 2π/λ, σ = γme/(ħ²k0), R is the probe position, K0 the incident mean wavevector, and D and C are the probe-spreading and channelling coefficients in K = K0 + tK1 + t³D/24 + t³C/6 for a probe referred to the mid-plane. The potential is a z-averaged, Gaussian-smeared column of Mg atoms (RHF/cc-pVTZ, Mott–Bethe) in a periodic cell at 200 kV with a 20 mrad probe. The program asserts ħσ = e/v, agreement of the form factor by two routes, agreement of the Fourier-space moment with the correlation and its disagreement with the convolution for a comatic probe, the divergence and curl relations, the σ³ loss of a finite detector, and the Ehrenfest integral for a z-dependent potential and for a 100 Å slab. It also asserts the first three z-derivatives of K against powers of H, remainder orders 4 and 5, oddness in t for a real probe, the weak-object sinc sum against scaled propagation, step-size convergence, and the departure from the phase-object value at 200 Å. The output shows the full deflection within 4 % of the phase-object value at 10, 20 and 50 Å, falling to 0.72 and 0.26 of it at 100 and 200 Å, while the cubic law overestimates the channelling term well before that.

## Verification by program

```python
# Result under test. Paraxial equation i d(psi)/dz = H psi, H = k^2/(2 k0) - sigma V,
# k = -i grad, k0 = 2 pi/lambda, sigma = gamma m e/(hbar^2 k0), hbar sigma = e/v.
# K = first moment of the diffraction pattern, I = probe intensity, R = probe position.
# Phase object: K = K0 + sigma t sum_r I(r-R) grad V(r)  (correlation, E = -grad V).
# Any thickness: K = K0 + sigma int dz <grad V>_psi(z).
# z-independent V, mid-plane probe: K = K0 + t K1 + t^3 D/24 + t^3 C/6 + O(t^4),
# D = probe spreading term, C = (sigma^2/2k0) <grad |grad V|^2>.
# V: column of Mg atoms (RHF/cc-pVTZ, Mott-Bethe), z-averaged, Gaussian smeared.
# Units: Angstrom, volt, rad.
import numpy as np
from math import comb
from scipy import constants as sc
from scipy.fft import fft2, ifft2
from scipy.special import erfc
from scipy.integrate import simpson
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from pyscf import gto, scf
from pyscf.gto.ft_ao import ft_aopair

nrm = np.linalg.norm
U, alpha, edge, c, u, L, N = 200e3, 0.020, 0.002, 4.0, 0.1, 9.6, 192
mc2 = sc.m_e * sc.c**2
gam = 1 + sc.e * U / mc2
vel = sc.c * np.sqrt(1 - 1 / gam**2)
lam = 1e10 * sc.h / np.sqrt(2 * sc.m_e * sc.e * U * (1 + sc.e * U / (2 * mc2)))
k0 = 2 * np.pi / lam
sig = gam * sc.m_e * sc.e / (sc.hbar**2 * k0 * 1e10) * 1e-10
assert abs(sc.hbar * sig * 1e10 / (sc.e / vel) - 1) < 1e-10
a0 = sc.physical_constants['Bohr radius'][0] * 1e10
e_eps = sc.e / sc.epsilon_0 * 1e10

# atom and form factor
Z = 12
mol = gto.M(atom='Mg 0 0 0', basis='cc-pvtz', verbose=0)
mf = scf.RHF(mol)
ehf = mf.kernel()
assert mf.converged
dm = mf.make_rdm1()
ktab = 92 * np.linspace(0.03, 1, 500)**2
G = np.zeros((500, 3)); G[:, 2] = ktab * a0
ftab = np.einsum('gij,ij->g', ft_aopair(mol, G), dm).real
gspl = CubicSpline(ktab, (Z - ftab) / ktab**2)
r2 = np.einsum('ij,ij', mol.intor('int1e_r2'), dm) * a0**2
lr = np.linspace(np.log(1e-6), np.log(30.0), 3000)
rr = np.exp(lr)
ao = mol.eval_gto('GTOval_sph', np.outer(rr, np.ones(3) / np.sqrt(3)))
wr = 4 * np.pi * rr**3 * np.einsum('pi,ij,pj->p', ao, dm, ao) * (lr[1] - lr[0])
f_rad = lambda k: np.sinc(np.outer(k * a0, rr) / np.pi) @ wr
assert abs(wr.sum() - Z) < 1e-6

# grid and potential
dx, dk = L / N, 2 * np.pi / L
n1 = np.rint(np.fft.fftfreq(N) * N).astype(int)
NX, NY = np.meshgrid(n1, n1, indexing='ij')
KK = [NX * dk, NY * dk]
K2 = KK[0]**2 + KK[1]**2
kab = np.sqrt(K2)
T = K2 / (2 * k0)
g = gspl(np.maximum(kab, ktab[0])); g[0, 0] = r2 / 6
dw = np.exp(-K2 * u**2 / 2)
Vq = e_eps * g * dw / (L**2 * c)
Vq[N // 2, :] = 0; Vq[:, N // 2] = 0
def dV(*ix):
    m = Vq.astype(complex)
    for i in ix:
        m = m * 1j * KK[i]
    return (ifft2(m) * N * N).real
V = dV()
V1 = [dV(i) for i in (0, 1)]
V2 = [[dV(i, j) for j in (0, 1)] for i in (0, 1)]
V3 = [[[dV(i, j, l) for l in (0, 1)] for j in (0, 1)] for i in (0, 1)]
F = lambda x: fft2(x, norm='ortho')
B = lambda x: ifft2(x, norm='ortho')

def probe(R, df=0.0, coma=0.0, tilt=(0, 0)):
    tx, ty = (KK[0] - tilt[0] * dk) / k0, (KK[1] - tilt[1] * dk) / k0
    th2 = tx**2 + ty**2
    th = np.sqrt(th2)
    A = 0.5 * erfc((th - alpha) / edge) * (th < alpha + 6 * edge)
    a = A * np.exp(-1j * (k0 * (df * th2 / 2 + coma * th2 * tx) + KK[0] * R[0] + KK[1] * R[1]))
    return a / nrm(a)
def com(a, beta=None):
    w = abs(a)**2
    if beta is not None:
        w = w * (kab < beta * k0)
        return np.array([(KK[0] * w).sum(), (KK[1] * w).sum()])
    return np.array([(KK[0] * w).sum(), (KK[1] * w).sum()]) / w.sum()
phase_obj = lambda a, t: F(B(a) * np.exp(1j * sig * t * V))
avg = lambda I, W: np.array([(I * W[0]).sum(), (I * W[1]).sum()])
Hop = lambda a, W: T * a - sig * F(W * B(a))
ab = dict(df=30.0, coma=500.0, tilt=(2, -1))

# phase object: pattern moment against real-space correlation and convolution
tp, Rp = 40.0, (5, 3)
a = probe((Rp[0] * dx, Rp[1] * dx), **ab)
Kfft = com(phase_obj(a, tp)) - com(a)
I0 = abs(B(probe((0, 0), **ab)))**2
flip = (-np.arange(N)) % N
Kcor = sig * tp * avg(np.roll(I0, Rp, (0, 1)), V1)
Kcon = sig * tp * avg(np.roll(I0[flip][:, flip], Rp, (0, 1)), V1)
assert nrm(com(a)) > 1.0
assert nrm(Kfft - Kcor) < 1e-6 * nrm(Kcor)
assert nrm(Kfft - Kcon) > 0.02 * nrm(Kcor)

# divergence and curl against the charge density from radial quadrature
msk = kab < 17
n2u, inv = np.unique((NX**2 + NY**2)[msk], return_inverse=True)
fu = f_rad(dk * np.sqrt(n2u))
assert np.max(abs(fu[1:] - (Z - gspl(dk * np.sqrt(n2u[1:])) * dk**2 * n2u[1:]))) < 1e-4
rq = np.zeros((N, N)); rq[msk] = e_eps * (Z - fu[inv]) * dw[msk] / (L**2 * c)
rho = (ifft2(rq) * N * N).real
h, Rd = 0.005, np.array([0.0, 0.1])
Kat = lambda R: com(phase_obj(probe(R, **ab), tp))
dxK = (Kat(Rd + [h, 0]) - Kat(Rd - [h, 0])) / (2 * h)
dyK = (Kat(Rd + [0, h]) - Kat(Rd - [0, h])) / (2 * h)
div, curl = dxK[0] + dyK[1], dxK[1] - dyK[0]
divf = -sig * tp * (abs(B(probe(Rd, **ab)))**2 * rho).sum()
scale = abs(dxK[0]) + abs(dyK[1])
assert abs(div - divf) < 1e-3 * scale and abs(curl) < 1e-3 * scale

# finite detector
R0 = (0.5, 0.0)
ar = probe(R0)
lost = lambda t, b: (com(phase_obj(ar, t)) - com(phase_obj(ar, t), b))[0]
p_det = np.log2(lost(2.0, 0.04) / lost(1.0, 0.04))
assert abs(p_det - 3) < 0.05
Kp40 = com(phase_obj(ar, tp))[0]
frac = {b: lost(tp, b) / Kp40 for b in (0.04, 0.06, 0.1, 0.2)}
assert abs(frac[0.04]) > 1e-3 and abs(frac[0.2]) < 1e-4

# Ehrenfest with z-dependent potential (two alternating columns), RK4
sh = lambda W: np.roll(W, (12, -6), (0, 1))
mix = lambda W, z: 8 * (W * np.cos(np.pi * z / c)**2 + sh(W) * np.sin(np.pi * z / c)**2)
b, dz, rec = a.copy(), 0.125, []
rhs = lambda x, z: -1j * Hop(x, mix(V, z))
for s in range(65):
    z = s * dz
    rec.append(sig * avg(abs(B(b))**2, [mix(V1[0], z), mix(V1[1], z)]))
    if s < 64:
        q1 = rhs(b, z); q2 = rhs(b + dz / 2 * q1, z + dz / 2)
        q3 = rhs(b + dz / 2 * q2, z + dz / 2); q4 = rhs(b + dz * q3, z + dz)
        b = b + dz / 6 * (q1 + 2 * q2 + 2 * q3 + q4)
Kz = simpson(np.array(rec), dx=dz, axis=0)
assert nrm(com(b) - com(a) - Kz) < 1e-4 * nrm(Kz)

# closed-form z derivatives of K
def coeffs(a):
    p = B(a); I = abs(p)**2; Iq = F(I)
    dp = [B(1j * KK[i] * a) for i in (0, 1)]
    j = [(np.conj(p) * d).imag for d in dp]
    M = [[4 * (np.conj(dp[m]) * dp[l]).real - B(-KK[m] * KK[l] * Iq).real
          for l in (0, 1)] for m in (0, 1)]
    K1 = sig * avg(I, V1)
    Ks = np.array([sig / k0 * sum((j[l] * V2[i][l]).sum() for l in (0, 1)) for i in (0, 1)])
    D = np.array([sig / (4 * k0**2) * sum((V3[i][m][l] * M[m][l]).sum()
                  for m in (0, 1) for l in (0, 1)) for i in (0, 1)])
    g2 = F(V1[0]**2 + V1[1]**2)
    C = sig**2 / (2 * k0) * avg(I, [B(1j * KK[i] * g2).real for i in (0, 1)])
    return K1, Ks, D, C
K1, Ks, D, C = coeffs(a)
for s in (1.0, 4.0):
    cs = [a]
    for n in range(3):
        cs.append(-1j * Hop(cs[-1], s * V))
    der = lambda n: np.array([sum(comb(n, m) * np.vdot(cs[m], KK[i] * cs[n - m])
                                  for m in range(n + 1)).real for i in (0, 1)])
    for n, f in ((1, s * K1), (2, s * Ks), (3, s * D + s * s * C)):
        assert nrm(der(n) - f) < 1e-6 * nrm(f)

# order of the remainder for the mid-plane expansion, Taylor propagator
def taylor(am, t, s):
    x = am * np.exp(1j * T * t / 2)
    ns = int(np.ceil(abs(t) / 0.2 - 1e-9))
    for _ in range(ns):
        term, tot = x, x.copy()
        for n in range(1, 23):
            term = (-1j * t / ns / n) * Hop(term, s * V)
            tot += term
        x = tot
    return com(x) - com(am)
def parts(am, t, s=4.0):
    k1, _, d, cc = coeffs(am)
    p, m = taylor(am, t, s), taylor(am, -t, s)
    cub = s * t * k1 + t**3 * (s * d / 24 + s * s * cc / 6)
    return nrm(p + m) / 2, nrm((p - m) / 2 - cub)
(e1, o1), (e2, o2) = parts(a, 0.4), parts(a, 0.8)
(e3, o3), (e4, o4) = parts(ar, 0.4), parts(ar, 0.8)
p_even, p_odd, p_real = np.log2(e2 / e1), np.log2(o2 / o1), np.log2(o4 / o3)
assert abs(p_even - 4) < 0.3 and abs(p_odd - 5) < 0.3 and abs(p_real - 5) < 0.3
assert max(e3, e4) < 1e-12

# thick object: fourth-order split-step propagation
w1 = 1 / (2 - 2**(1 / 3)); w0 = 1 - 2 * w1
def full(am, t, dz=1.0, s=1.0, record=False):
    x = am * np.exp(1j * T * t / 2)
    eT = {w: np.exp(-0.5j * T * w * dz) for w in (w1, w0)}
    eV = {w: np.exp(1j * sig * s * V * w * dz) for w in (w1, w0)}
    out = [sig * s * avg(abs(B(x))**2, V1)] if record else None
    for _ in range(int(round(t / dz))):
        for w in (w1, w0, w1):
            x = eT[w] * F(eV[w] * B(eT[w] * x))
        if record:
            out.append(sig * s * avg(abs(B(x))**2, V1))
    return (com(x), simpson(np.array(out), dx=dz, axis=0)) if record else com(x)
sup = abs(ar) > 0
nx, ny, av, Tv = NX[sup], NY[sup], ar[sup], T[sup]
qx, qy = nx[:, None] - nx[None, :], ny[:, None] - ny[None, :]
wgt = (np.conj(av)[:, None] * av[None, :] * 1j * qx * dk * Vq[qx % N, qy % N]).real
dT = Tv[:, None] - Tv[None, :]
weak = lambda t: sig * t * (wgt * np.sinc(dT * t / (2 * np.pi))).sum()
k1, ks, d, cc = [x[0] for x in coeffs(ar)]
assert k1 < 0 and abs(ks) < 1e-12
eps, tw = 1e-3, 80.0
lin = (full(ar, tw, 2.0, eps)[0] - full(ar, tw, 2.0, -eps)[0]) / (2 * eps)
assert abs(lin / weak(tw) - 1) < 1e-3 and abs(weak(tw) / (k1 * tw) - 1) > 5e-3
ts = (10.0, 20.0, 50.0, 100.0, 200.0)
Kf = {}
for t in ts:
    if t == 100.0:
        kf, ke = full(ar, t, record=True)
        assert nrm(kf - ke) < 3e-4 * abs(k1 * t)
        Kf[t], Kehr = kf[0], ke[0]
    else:
        Kf[t] = full(ar, t)[0]
assert abs(full(ar, 50.0, 0.5)[0] - Kf[50.0]) < 1e-4 * abs(k1 * 50)
assert abs(Kf[10.0] / (10 * k1) - 1) < 0.08 and abs(Kf[200.0] / (200 * k1) - 1) > 0.2
dev = lambda t: abs(weak(t) / (k1 * t) - 1) - 0.1
t = 5.0
while dev(t) < 0:
    t += 5.0
    assert t < 600
t10w = brentq(dev, max(t - 5, 0.1), t, xtol=1e-3)

mr = 1e3 / k0
print(f"U = {U/1e3:.0f} kV, alpha = {alpha*1e3:.0f} mrad, erfc edge = {edge*1e3:.0f} mrad")
print(f"c = {c} A, u = {u} A, cell L = {L} A, grid {N}, dx = {dx:.3f} A, R = {R0[0]} A")
print(f"gamma = {gam:.5f}, v/c = {vel/sc.c:.5f}, lambda = {lam:.6f} A, k0 = {k0:.3f} 1/A")
print(f"sigma = {sig:.5e} rad/(V A), e/v = {sc.e/vel:.5e} C s/m")
print(f"deflection per projected field sigma/k0 = {sig*mr:.5e} mrad/V")
print(f"Mg RHF/cc-pVTZ energy = {ehf:.5f} hartree, <r^2> total = {r2:.4f} A^2")
print(f"e/eps0 = {e_eps:.3f} V A, column V(0) = {V[0,0]:.2f} V")
print(f"phase per atom on axis = {sig*c*V[0,0]:.4f} rad")
print(f"dropped terms: eV(0)/(2 gamma m c^2) = {sc.e*V[0,0]/(2*gam*mc2):.2e}, alpha^2/4 = {alpha**2/4:.1e}")
print(f"max |E| of column = {np.sqrt(V1[0]**2+V1[1]**2).max():.1f} V/A")
print(f"aberrated probe: defocus {ab['df']:.0f} A, coma {ab['coma']:.0f} A, t = {tp:.0f} A")
print(f"  R = ({Rp[0]*dx:.2f}, {Rp[1]*dx:.2f}) A, K0 = ({com(a)[0]*mr:.4f}, {com(a)[1]*mr:.4f}) mrad")
print(f"  pattern COM - K0 = ({Kfft[0]*mr:.5f}, {Kfft[1]*mr:.5f}) mrad")
print(f"  correlation      = ({Kcor[0]*mr:.5f}, {Kcor[1]*mr:.5f}) mrad")
print(f"  convolution      = ({Kcon[0]*mr:.5f}, {Kcon[1]*mr:.5f}) mrad")
print(f"  at R = (0, 0.1) A: div K = {div:.4f}, charge side = {divf:.4f}, curl = {curl:.1e} 1/A^2")
print(f"detector loss exponent in sigma (40 mrad) = {p_det:.3f}")
for b_, f_ in frac.items():
    print(f"lost COM fraction, phase object t = {tp:.0f} A, detector {b_*1e3:.0f} mrad = {f_:.3e}")
print(f"remainder orders: even {p_even:.2f}, odd {p_odd:.2f}, real probe {p_real:.2f}")
print(f"K1 = {k1:.5e} 1/A^2, probe-averaged E_x = {-k1/sig:.3f} V/A")
print(f"D/24 = {d/24:.4e} 1/A^4, C/6 = {cc/6:.4e} 1/A^4")
print(f"lambda/alpha^2 = {lam/alpha**2:.1f} A, 2 k0 u^2 = {2*k0*u*u:.2f} A")
print(f"10% thickness from D alone = {np.sqrt(0.1*abs(k1)*24/abs(d)):.1f} A")
print(f"10% thickness from C alone = {np.sqrt(0.1*abs(k1)*6/abs(cc)):.1f} A")
print(f"10% thickness, weak thick object = {t10w:.1f} A")
print(f"weak limit t = {tw:.0f} A: propagated {lin*mr:.4f}, sinc sum {weak(tw)*mr:.4f} mrad")
print("t/A  phase obj  weak  cubic  full (mrad)  full/phase  apparent E_x (V/A)")
for t in ts:
    cub = k1 * t + t**3 * (d / 24 + cc / 6)
    print(f"{t:4.0f} {k1*t*mr:8.4f} {weak(t)*mr:8.4f} {cub*mr:9.4f} {Kf[t]*mr:8.4f}"
          f" {Kf[t]/(k1*t):7.4f} {-Kf[t]/(sig*t):8.3f}")
print(f"t = 100 A: Ehrenfest integral = {Kehr*mr:.4f} mrad")
print(f"t = 10 A: momentum transfer = {sc.hbar*Kf[10.0]*1e10:.4e} kg m/s")
print(f"probe-averaged E_x = {-k1/sig*1e10:.3e} V/m")
print("all tests passed")
```

Printed output:

```
U = 200 kV, alpha = 20 mrad, erfc edge = 2 mrad
c = 4.0 A, u = 0.1 A, cell L = 9.6 A, grid 192, dx = 0.050 A, R = 0.5 A
gamma = 1.39139, v/c = 0.69531, lambda = 0.025079 A, k0 = 250.532 1/A
sigma = 7.28840e-04 rad/(V A), e/v = 7.68614e-28 C s/m
deflection per projected field sigma/k0 = 2.90917e-03 mrad/V
Mg RHF/cc-pVTZ energy = -199.61335 hartree, <r^2> total = 8.2894 A^2
e/eps0 = 180.951 V A, column V(0) = 87.29 V
phase per atom on axis = 0.2545 rad
dropped terms: eV(0)/(2 gamma m c^2) = 6.14e-05, alpha^2/4 = 1.0e-04
max |E| of column = 261.8 V/A
aberrated probe: defocus 30 A, coma 500 A, t = 40 A
  R = (0.25, 0.15) A, K0 = (5.2249, -2.6124) mrad
  pattern COM - K0 = (-3.80407, -1.54803) mrad
  correlation      = (-3.80407, -1.54803) mrad
  convolution      = (-2.11338, -2.56923) mrad
  at R = (0, 0.1) A: div K = -7.8622, charge side = -7.8628, curl = 2.0e-06 1/A^2
detector loss exponent in sigma (40 mrad) = 3.000
lost COM fraction, phase object t = 40 A, detector 40 mrad = 5.757e-02
lost COM fraction, phase object t = 40 A, detector 60 mrad = 1.417e-02
lost COM fraction, phase object t = 40 A, detector 100 mrad = 5.580e-04
lost COM fraction, phase object t = 40 A, detector 200 mrad = 4.875e-08
remainder orders: even 4.00, odd 4.99, real probe 4.99
K1 = -2.95678e-02 1/A^2, probe-averaged E_x = 40.568 V/A
D/24 = 6.1968e-07 1/A^4, C/6 = -6.1403e-06 1/A^4
lambda/alpha^2 = 62.7 A, 2 k0 u^2 = 5.01 A
10% thickness from D alone = 69.1 A
10% thickness from C alone = 21.9 A
10% thickness, weak thick object = 71.8 A
weak limit t = 80 A: propagated -8.2893, sinc sum -8.2893 mrad
t/A  phase obj  weak  cubic  full (mrad)  full/phase  apparent E_x (V/A)
  10  -1.1802  -1.1777   -1.2022  -1.1972  1.0144   41.154
  20  -2.3604  -2.3407   -2.5367  -2.4488  1.0375   42.088
  50  -5.9010  -5.6031   -8.6555  -6.0776  1.0299   41.783
 100 -11.8020  -9.6647  -33.8377  -8.5254  0.7224   29.305
 200 -23.6040 -12.0342 -199.8894  -6.0982  0.2584   10.481
t = 100 A: Ehrenfest integral = -8.5253 mrad
t = 10 A: momentum transfer = -3.1631e-25 kg m/s
probe-averaged E_x = 4.057e+11 V/m
all tests passed
```
